\section*{Combining biased magnetic random bits by exclusive-or}

\section{Problem}

A small magnet whose two stable directions are separated by a low energy barrier flips at random under thermal agitation. Reading its direction gives a random bit $b$, equal to 1 or 0. A stray field or an imperfect setting makes one direction more likely. Suppose that
\begin{equation}
P(b=1)=p=0.6 ,
\end{equation}
and that bits from different magnets are independent. Several bits $b_1,\dots,b_n$ are combined by exclusive-or: the output $Y$ is 1 if the number of ones among them is odd, and 0 if it is even.

\begin{enumerate}
\item[(a)] How many bits are needed to bring $P(Y=1)$ within $10^{-6}$ of one half?
\item[(b)] Could some other fixed Boolean function reach this target with fewer bits?
\item[(c)] The bits come from magnetic tunnel junctions at 300~K. How much may $p$ and the temperature change before the number found in (a) fails?
\item[(d)] What happens if the bits are slightly correlated?
\end{enumerate}

The target concerns the probability of a single output bit. Whether successive outputs are independent of each other is a separate question.

\section{First estimate by scaling}

Call $P(Y=1)-\tfrac12$ the offset. For one bit it is $0.1$. For two bits the output is 1 when exactly one of them is 1, so
\begin{equation}
P(Y=1)=2\times0.6\times0.4=0.48 ,
\end{equation}
and the offset is $-0.02$. The second bit has reduced the size of the offset by a factor of 5.

Assume that each further bit reduces it by the same factor. The size must fall from $10^{-1}$ to $10^{-6}$, hence $5^{\,n-1}\approx10^5$. Since $5^3=125\approx10^2$, a factor of $10^5$ takes about $3\times5/2=7.5$ further bits, and
\begin{equation}
n\approx 1+7.5=8.5 .
\end{equation}
The estimate points to eight or nine bits. It cannot decide between them, and it rests on a scaling assumption that has yet to be proved.

\section{Exact solution}

\subsection{The output probability}

Replace each bit by the sign $z_i=1-2b_i$, which is $+1$ for $b_i=0$ and $-1$ for $b_i=1$. The product of the signs is $-1$ when the number of ones is odd, that is when $Y=1$, and $+1$ when $Y=0$. Both cases are contained in
\begin{equation}
1-2Y=\prod_{i=1}^{n}z_i .
\label{eq:sign}
\end{equation}
Take the mean of both sides. On the left, $\langle Y\rangle=P(Y=1)$, because $Y$ takes the values 0 and 1. On the right, the mean of a product of independent quantities is the product of their means. If bit $i$ is 1 with probability $p_i$, then
\begin{equation}
\langle z_i\rangle=(+1)(1-p_i)+(-1)p_i=1-2p_i ,
\end{equation}
and therefore
\begin{equation}
P(Y=1)=\frac12-\frac12\prod_{i=1}^{n}(1-2p_i).
\label{eq:product}
\end{equation}
For equal probabilities this becomes
\begin{equation}
P(Y=1)=\frac12-\frac12(1-2p)^n .
\label{eq:main}
\end{equation}
With $p=3/5$ we have $1-2p=-1/5$. The offset is $-\tfrac12(-1/5)^n$, positive for odd $n$ and negative for even $n$, and its size is
\begin{equation}
\left|P(Y=1)-\tfrac12\right|=\frac{1}{2\cdot5^n}.
\label{eq:size}
\end{equation}

\subsection{The number of bits}

The target requires $1/(2\cdot5^n)\le10^{-6}$. Multiplying by $10^6\cdot5^n$ gives
\begin{equation}
5^n\ge500\,000 .
\end{equation}
Since $5^8=390\,625$ and $5^9=1\,953\,125$, eight bits fail and nine succeed. Fewer than eight also fail, because $5^n$ grows with $n$. The two decisive values are
\begin{align}
n=8:&\quad P(Y=1)=0.499998720, &\text{offset}&=-1.28\times10^{-6},\\
n=9:&\quad P(Y=1)=0.500000256, &\text{offset}&=+2.56\times10^{-7}.
\end{align}
This answers (a): nine bits must be combined.

\subsection{Other Boolean functions}

A fixed Boolean function assigns an output 0 or 1 to each of the $2^n$ input strings. A string with $k$ ones has probability
\begin{equation}
\left(\frac35\right)^k\left(\frac25\right)^{n-k}=\frac{3^k2^{n-k}}{5^n}.
\end{equation}
The probability that the function gives 1 is a sum of such terms, so it equals $N/5^n$ with $N$ an integer. Its distance from one half is
\begin{equation}
\left|\frac{N}{5^n}-\frac12\right|=\frac{|2N-5^n|}{2\cdot5^n}\ge\frac{1}{2\cdot5^n}.
\end{equation}
The last step holds because $2N$ is even and $5^n$ is odd, so their difference is at least 1 in size. By (\ref{eq:size}), exclusive-or attains this bound. No fixed function of eight or fewer bits can therefore meet the target, which answers (b).

The argument uses the value $p=3/5$. At $p=0.7$ the logical AND of two bits gives $0.7^2=0.49$, a distance of $0.01$ from one half, while their exclusive-or gives $2\times0.7\times0.3=0.42$, a distance of $0.08$. Exclusive-or has a different advantage: by (\ref{eq:main}) its offset tends to zero as $n$ grows, for every $p$ strictly between 0 and 1. Given an upper bound below 1 on $|2p-1|$, a sufficient $n$ can be chosen without knowing $p$ precisely.

\section{Comparison of the two}

The assumption behind the estimate is now justified: by (\ref{eq:main}), each further independent bit multiplies the offset by $1-2p=-1/5$. Treating $n$ as a real number, the threshold is
\begin{equation}
n=\frac{\ln(2\times10^{-6})}{\ln(1/5)}=8.153 ,
\end{equation}
against the estimate of 8.5. The difference comes from replacing $5^3=125$ by 100, which makes each group of three bits look less effective than it is. Both values round up to nine, but an error of half a bit in the estimate could have changed the answer. The scaling argument gives the law; the integer needs the exact inequality.

\section{Tunnel junctions: margins of bias and temperature}

\subsection{Where the bias comes from}

Let $s=+1$ denote the magnetic direction read as 1 and $s=-1$ the other. In Hartree atomic units, let $M$ be the magnetic moment, $B$ the field along the $s=+1$ direction and $\theta$ the thermal energy. The energy is $-MBs$, so the two states differ by $\Delta=2MB$. Boltzmann's law gives $p/(1-p)=e^{\Delta/\theta}$, hence
\begin{equation}
\Delta=\theta\ln\frac{p}{1-p},\qquad B=\frac{\Delta}{2M}.
\end{equation}
Take a disc of diameter 40~nm and thickness 1.5~nm, with magnetization $10^6$~A/m. Its moment is $M=1.016\times10^5$ atomic units. At 300~K, $\theta=0.02585$~eV and
\begin{equation}
\Delta=0.02585~\text{eV}\times\ln1.5=0.01048~\text{eV}.
\end{equation}
The corresponding field is $B=0.445$~mT.

\subsection{How far the bias may change}

For nine equal bits, (\ref{eq:main}) meets the target when $\tfrac12|2p-1|^9\le10^{-6}$, or
\begin{equation}
|2p-1|\le(2\times10^{-6})^{1/9}=0.2327 .
\end{equation}
The permitted window is $0.3837\le p\le0.6163$, so $p=0.6$ lies close to its upper edge. At that edge $\ln[p/(1-p)]=0.4741$, compared with $\ln1.5=0.4055$ at $p=0.6$.

With $\Delta$ held fixed, cooling increases $\Delta/\theta$ and makes the bits more biased. The upper edge is reached at
\begin{equation}
T_{\min}=300~\text{K}\times\frac{0.4055}{0.4741}\approx257~\text{K}.
\end{equation}
At 250~K, $p=0.6193$ and the offset is $1.25\times10^{-6}$, which misses the target. At 350~K, $p=0.5860$ and the offset is $6.6\times10^{-8}$. If the moment grows on cooling while the field stays fixed, $\Delta=2MB$ grows too, and the true limit lies above 257~K.

\section{When the bits are not independent}

\subsection{Neighbouring junctions}

Place nine junctions in a row, with moments perpendicular to the plane. Treated as point dipoles, two of them at distance $R$ have the interaction energy $\alpha^2M^2s_is_j/R^3$, where $\alpha$ is the fine-structure constant. It is positive for parallel moments, so neighbours prefer opposite directions. With $K_{ij}=\alpha^2M^2/(\theta R_{ij}^3)$, the joint distribution is
\begin{equation}
P(s_1,\dots,s_9)\propto\exp\Big(\frac{\Delta}{2\theta}\sum_i s_i-\sum_{i<j}K_{ij}s_is_j\Big).
\end{equation}
Since $z_i=-s_i$ and nine is odd, (\ref{eq:sign}) gives the offset as $\tfrac12\langle A\rangle$ with $A=\prod_i s_i$. Without coupling, $\langle A\rangle=m^9$, where $m=2p-1=0.2$.

For weak coupling, differentiate the normalized mean with respect to $K_{ij}$:
\begin{equation}
\frac{\partial\langle A\rangle}{\partial K_{ij}}=-\langle A\,s_is_j\rangle+\langle A\rangle\langle s_is_j\rangle .
\end{equation}
Because $s_i^2=s_j^2=1$, the product $A\,s_is_j$ contains the other seven spins. At zero coupling the right side is therefore $-m^7+m^9m^2$, and to first order
\begin{equation}
\langle A\rangle\approx m^9\Big[1-(m^{-2}-m^2)\sum_{i<j}K_{ij}\Big].
\label{eq:weak}
\end{equation}
The factor $m^{-2}-m^2=24.96$ explains the sensitivity. A correlated pair contributes to the product without two of its small factors $m$.

At a pitch of 400~nm the nearest-neighbour energy is $3.465\times10^{-5}$~eV, so $K=0.00134$. A row of nine has $9-d$ pairs at $d$ pitches, and
\begin{equation}
\sum_{i<j}K_{ij}=K\sum_{d=1}^{8}\frac{9-d}{d^3}=9.23\,K=0.0124 .
\end{equation}
The bracket in (\ref{eq:weak}) is $1-0.31=0.69$, which predicts an offset of $1.8\times10^{-7}$. The sum over all 512 states gives $1.84\times10^{-7}$.

At smaller pitches the first-order formula fails, and the full sum is needed. With field, moment and temperature held fixed, it gives the following offsets. The last column is for independent bits that have the same individual probabilities as the coupled ones.

\begin{center}
\begin{tabular}{rrr}
pitch (nm) & coupled & independent\\
\hline
400 & $1.8\times10^{-7}$ & $2.5\times10^{-7}$\\
200 & $-7.1\times10^{-9}$ & $2.1\times10^{-7}$\\
100 & $-3.0\times10^{-6}$ & $5.7\times10^{-8}$\\
60 & $5.2\times10^{-3}$ & $3.1\times10^{-10}$
\end{tabular}
\end{center}

At 60 and 100~nm the target is missed, although independent bits with the same individual probabilities would meet it. The cause is correlation. Measuring each junction separately would not reveal the failure: the coupling moves the individual probabilities toward one half (to between $0.583$ and $0.591$ at 100~nm), which wrongly suggests a better output. The very small offset at 200~nm is not a sign of independence. As the pitch shrinks, the offset changes sign four times, near 213, 183, 144 and 95~nm, and 200~nm lies between the first two zeros. For point dipoles the target is met above about 120~nm, and below that only by accident, in a window a few nanometres wide around 95~nm.

The limit of very strong coupling shows how bad the result can become. The row then alternates, with either five or four ones. These two patterns have equal interaction energy and differ in field energy by $\Delta$, so the pattern with five ones has probability $0.6$. Five is odd, and $P(Y=1)$ returns to $0.6$: nine bits do no better than one.

The finite size of the discs raises the pair energy by 2.3\% at 200~nm. The leading correction grows as $1/R^2$: it is 9\% at 100~nm and a quarter at 60~nm, where higher terms add noticeably to it. The full increase is 10\% at 100~nm and 36\% at 60~nm. The offsets in the last two rows of the table are therefore rough: with finite discs they become $-1.7\times10^{-6}$ and $1.4\times10^{-2}$. The target is still missed at both pitches, but only narrowly at 100~nm, because the last zero of the offset moves to about 98~nm.

\subsection{One junction read nine times}

A single junction can supply all nine bits if it is read at intervals $t$. Let $r_\uparrow$ and $r_\downarrow$ be the rates of the flips $0\to1$ and $1\to0$. The probability $P_1$ of state 1 obeys
\begin{equation}
\frac{dP_1}{dt}=r_\uparrow(1-P_1)-r_\downarrow P_1=-\frac{P_1-p}{\tau},
\end{equation}
with $1/\tau=r_\uparrow+r_\downarrow$ and $p=r_\uparrow\tau$. Hence $P_1(t)=p+[P_1(0)-p]\,q$, where $q=e^{-t/\tau}$. This is the same as copying the previous bit with probability $q$ and drawing a fresh one with probability $1-q$. A copied pair has $s_is_{i+1}=1$ in place of the mean $m^2$. With eight intervals, to first order in $q$,
\begin{equation}
\langle A\rangle\approx m^9\left[1+8(m^{-2}-1)q\right]=m^9(1+192\,q).
\end{equation}
At $t=10\tau$ the correction is $192\,e^{-10}=0.9\%$, in agreement with the full result of $2.58\times10^{-7}$. At $5\tau$ the full offset is $7.5\times10^{-7}$, still within the target; at $3\tau$ it is $2.0\times10^{-5}$, and the target is missed.

For a barrier $E_b=0.2$~eV and an attempt time $\tau_0=1$~ns, take the rates as $\tau_0^{-1}\exp[-(E_b\mp\Delta/2)/\theta]$, with the upper sign for $0\to1$. Their sum gives
\begin{equation}
\tau=\frac{\tau_0\,e^{E_b/\theta}}{2\cosh(\Delta/2\theta)}=1.12~\mu\text{s}.
\end{equation}
Eight intervals of $5\tau$ then take about $45~\mu$s for one output bit.

\section{Relation to real junctions}

The dimensions and magnetization are rough typical values for perpendicular CoFeB tunnel junctions. The barrier, about $7.7\,\theta$, is deliberately far below that of a memory cell, which must hold its state for years. It is only about 3\% of the shape anisotropy energy of the disc, so it rests on a near cancellation between interface and shape anisotropy. At fixed interface anisotropy, a 1\% change of the magnetization moves it by about $0.13$~eV, some $5\,\theta$. In a real junction the barrier, and with it $\tau$, therefore varies strongly with temperature and from device to device; the value $1.12~\mu$s holds only for the assumed barrier. At so low a barrier the moment also fluctuates noticeably about each stable direction, which the two-state model leaves out. For a single-domain magnet with uniaxial anisotropy and a barrier held fixed at $0.2$~eV, this raises the field needed for $p=0.6$ by nearly a tenth and the lower temperature limit by a few kelvin. The assumption of a fixed, small bias is easily upset. The upper edge of the window corresponds to a field of $0.445\times0.474/0.405\approx0.52$~mT, so an extra field of about $0.08$~mT, common to all nine junctions and along the existing bias, uses up the margin. Stray fields from the other magnetic layers of a junction can reach tens of millitesla unless they are compensated. Even an extra 1~mT along the existing bias would raise $\Delta/2\theta$ from $0.203$ to $0.658$ and $m$ to $\tanh0.658=0.577$; the condition $\tfrac12m^n\le10^{-6}$ would then require 24 bits. Nine is thus the answer for independent bits with $p=0.6$, and a design that relies on it must control the field, the temperature and the coupling between bits. The main values behind these results are listed in the numerical output.

\section*{Computed values}
\begin{verbatim}
probability of a one, single bit: 0.6
target distance from one half: 1e-06
n=1: P(XOR=1) = 0.600000000, offset = +1.000e-01
n=2: P(XOR=1) = 0.480000000, offset = -2.000e-02
n=3: P(XOR=1) = 0.504000000, offset = +4.000e-03
n=4: P(XOR=1) = 0.499200000, offset = -8.000e-04
n=5: P(XOR=1) = 0.500160000, offset = +1.600e-04
n=6: P(XOR=1) = 0.499968000, offset = -3.200e-05
n=7: P(XOR=1) = 0.500006400, offset = +6.400e-06
n=8: P(XOR=1) = 0.499998720, offset = -1.280e-06
n=9: P(XOR=1) = 0.500000256, offset = +2.560e-07
real-valued threshold for n: 8.153
smallest whole n: 9
closest of all Boolean functions, n=8: 1.280e-06
p=0.7, two bits, distance for AND: 0.010
p=0.7, two bits, distance for XOR: 0.080
largest |2p-1| for nine bits: 0.2327
window of p for nine bits: 0.3837 to 0.6163
disc diameter: 40 nm
disc thickness: 1.5 nm
magnetization: 1.0e+06 A/m
temperature: 300 K
thermal energy: 0.02585 eV
moment: 1.0163e+05 atomic units
energy splitting: 0.01048 eV
bias field: 0.445 mT
lowest temperature for nine bits: 256.6 K
at 250 K: p = 0.6193, offset = +1.253e-06
at 350 K: p = 0.5860, offset = +6.602e-08
pitch 60 nm: pair energy = 1.027e-02 eV
  offset coupled = +5.168e-03, same p_i but independent = +3.118e-10
pitch 100 nm: pair energy = 2.218e-03 eV
  offset coupled = -2.983e-06, same p_i but independent = +5.685e-08
pitch 200 nm: pair energy = 2.772e-04 eV
  offset coupled = -7.098e-09, same p_i but independent = +2.117e-07
pitch 400 nm: pair energy = 3.465e-05 eV
  offset coupled = +1.845e-07, same p_i but independent = +2.500e-07
disc/point dipole energy at 200 nm: 1.0232
barrier: 0.20 eV
attempt time: 1 ns
relaxation time: 1.12 microseconds
one junction, reads 1 tau apart: offset = +7.828e-03
one junction, reads 3 tau apart: offset = +2.037e-05
one junction, reads 5 tau apart: offset = +7.468e-07
one junction, reads 10 tau apart: offset = +2.582e-07
\end{verbatim}
